# Counting k.p states for band velocities in a cosine potential

## Problem

An electron of mass $m$ moves in one dimension in the potential

$$V(x)=V_0\cos Gx,\qquad G=\frac{2\pi}{a}.$$

One calculation at the zone centre, $k=0$, has supplied the energies $E_n$ and the momentum matrix elements $\hbar P_{nm}$ between the states found there. No calculation at any other $k$ may be used to build the bands.

Find the smallest number $N$ of zone-centre states, taken in order of energy, that gives the velocity of the lowest band at $k=\pi/2a$, halfway to the zone boundary, within one percent of its true value. The error must also stay below one percent when more states are added (here up to 15).

Take $a=10$ nm, $V_0=0.12$ eV and $m=0.08\,m_e$, so that $\hbar^2/m=0.95250$ eV nm². These are rough values in the regime of a GaAs/AlGaAs superlattice whose composition varies as a cosine. The zone-centre data, with states numbered from 0, are

- energies: $E_0=-0.033233$, $E_1=0.181677$, $E_2=0.214803$, $E_3=0.754568$, $E_4=0.754675$ eV;
- momentum elements: $P_{01}=0.231472$, $P_{12}=0.591727$, $P_{03}=0.010871$, $P_{23}=0.068842$, $P_{14}=0.064709$, $P_{34}=1.252034$ nm⁻¹.

Spin, scattering and interaction between electrons are left out.

## A tempting solution, which is wrong

The first part of this solution is sound and will be kept. Write the Bloch state as $\psi=e^{ikx}u(x)$ with $u$ periodic. Since $p\,e^{ikx}u=e^{ikx}(p+\hbar k)u$, the Schrödinger equation for $u$ is

$$\left[\frac{p^2}{2m}+V+\frac{\hbar k}{m}p+\frac{\hbar^2k^2}{2m}\right]u=E\,u .$$

The zone-centre states $u_n$ are a complete set for periodic functions, so $u=\sum_n c_nu_n$. They diagonalize the first two terms, which leaves the matrix

$$H_{nm}(k)=\left(E_n+\frac{\hbar^2k^2}{2m}\right)\delta_{nm}+\frac{\hbar^2k}{m}P_{nm}.$$

With all states it is exact for this Hamiltonian. Keeping $N$ of them is the approximation.

The potential is even, so each $u_n$ is even or odd. Momentum changes parity, hence $P_{nm}=0$ between states of equal parity. States 0, 2, 4 are even and 1, 3 are odd. Choosing the even states real and the odd ones imaginary makes $P$ real and symmetric.

For small $k$, second-order perturbation theory gives

$$E(k)=E_0+\frac{\hbar^2k^2}{2m}-\left(\frac{\hbar^2k}{m}\right)^2\sum_{n\ge1}\frac{P_{0n}^2}{\Delta_n},\qquad \Delta_n=E_n-E_0 .$$

Setting this equal to $E_0+\hbar^2k^2/2m^*$ and dividing by $\hbar^2k^2/2m$,

$$\frac{m}{m^*}=1-\frac{2\hbar^2}{m}\sum_{n\ge1}\frac{P_{0n}^2}{\Delta_n}.$$

State 1 has $\Delta_1=0.214910$ eV and contributes $2(0.95250)(0.231472)^2/0.214910=0.4749$, so two states give $m/m^*=0.5251$. State 2 contributes nothing, by parity. State 3 contributes $0.0003$. The value with all 41 states of the zone-centre calculation is $0.5248$.

Now comes the tempting step: the mass from two states is converged to about 0.05 percent, the next state does not change it at all, and the velocity follows from the mass. Therefore $N=2$.

The two-state matrix can be solved in closed form. With $s=\hbar^2k/m$, its lower eigenvalue is

$$E=\frac{E_0+E_1}{2}+\frac{\hbar^2k^2}{2m}-R,\qquad R=\sqrt{\frac{\Delta_1^2}{4}+s^2P_{01}^2}.$$

Because $dR/dk=(\hbar^2/m)\,sP_{01}^2/R$, the slope is

$$\frac{dE}{dk}=s-\frac{\hbar^2}{m}\frac{sP_{01}^2}{R}.$$

At $k=\pi/2a=0.157080$ nm⁻¹, $s=0.14962$ eV nm and $R=0.11290$ eV. The slope is $0.14962-0.06763=0.08199$ eV nm, and division by $\hbar$ gives $v=1.246\times10^7$ cm/s.

The true velocity is $9.029\times10^6$ cm/s. The two-state answer is 38 percent too high.

## Where the argument fails

The mass controls the term of order $k^2$ in the energy. Convergence of that term says nothing about the higher ones, and at half the zone boundary they are not small.

To see what state 2 does, write out the three-state eigenvalue problem. Let $\varepsilon=E-E_0-\hbar^2k^2/2m$. The rows are

$$-\varepsilon c_0+sP_{01}c_1=0,$$
$$sP_{01}c_0+(\Delta_1-\varepsilon)c_1+sP_{12}c_2=0,$$
$$sP_{12}c_1+(\Delta_2-\varepsilon)c_2=0 .$$

The last row gives $c_2=-sP_{12}c_1/(\Delta_2-\varepsilon)$. Put this into the second row, solve for $c_1$, and insert the result in the first:

$$\varepsilon=-\frac{s^2P_{01}^2}{\Delta_1-\varepsilon-\dfrac{s^2P_{12}^2}{\Delta_2-\varepsilon}} .$$

State 2 has no direct coupling to state 0, but it couples to state 1 and lowers the denominator. Expanding for small $s$, with $\varepsilon\approx-s^2P_{01}^2/\Delta_1$ on the right,

$$\varepsilon=-\frac{s^2P_{01}^2}{\Delta_1}+\frac{s^4P_{01}^4}{\Delta_1^3}-\frac{s^4P_{01}^2P_{12}^2}{\Delta_1^2\Delta_2}+\dots$$

The first two terms are already in the two-state model. The third is the leading effect of state 2. It varies as $k^4$, so it is invisible in the mass.

Its size here follows from $sP_{01}=0.03463$ eV, $sP_{12}=0.08853$ eV and $\Delta_2=0.24804$ eV: the energy shift is $-8.2\times10^{-4}$ eV. A term in $k^4$ has slope $4/k$ times its value, which is $-0.0209$ eV nm, or $-3.2\times10^6$ cm/s. The full change from two states to three will turn out to be $-3.4\times10^6$ cm/s, so this one term accounts for most of it.

## The weak-potential limit

A weak potential shows why states 1 and 2 belong together. Define $E_a=\hbar^2(\pi/a)^2/2m$ and $x=2k/G$, so that $\hbar^2G^2/2m=4E_a$ and $x=1/2$ at the wavevector of interest. To second order in $V_0$, the plane wave $k$ is coupled by $V_0/2$ to $k\pm G$, which lie higher by $4E_a(1\pm x)$. Hence

$$\delta E=-\frac{V_0^2}{16E_a}\left[\frac1{1-x}+\frac1{1+x}\right]=-\frac{V_0^2}{8E_a}\,\frac{1}{1-x^2}.$$

Now do the same with zone-centre states. To lowest order, states 1 and 2 are the sine and cosine of $Gx$, with $\Delta_1=\Delta_2=4E_a$ and $P_{12}=G$. State 0 is $1-(V_0/4E_a)\cos Gx$. Its overlap with the normalized cosine $\sqrt2\cos Gx$ has magnitude $\sqrt2\,V_0/8E_a$, so $P_{01}=\sqrt2\,GV_0/8E_a$. Since $sG=4E_ax$, the couplings are

$$sP_{01}=\frac{xV_0}{\sqrt2},\qquad sP_{12}=4E_ax .$$

The zone-centre energy already holds $-V_0^2/8E_a$. Adding $\varepsilon$ to order $V_0^2$ gives

$$N=2:\quad \delta E=-\frac{V_0^2}{8E_a}\,(1+x^2),$$
$$N=3:\quad \delta E=-\frac{V_0^2}{8E_a}\left(1+\frac{x^2}{1-x^2}\right)=-\frac{V_0^2}{8E_a}\,\frac1{1-x^2}.$$

Three states reproduce the complete second-order result at every $x$ for which the expansion holds. Two states stop at $x^2$, which is enough for the mass and for nothing beyond it.

In terms of waves: as $k$ grows from zero, the wave $-G$ comes closer in energy and the wave $+G$ recedes. Their amplitudes, relative to their value at $k=0$, become $1/(1-x)$ and $1/(1+x)$, that is, 2 and $2/3$ at $x=1/2$. The changes, $+1$ and $-1/3$, are unequal. A sine can supply only equal and opposite changes, so the cosine is needed for the rest.

The same formulas give the count in this limit. With the free energy $E_ax^2$, the free slope $dE/dx$ at $x=1/2$ is $E_a$. The slope of $1/(1-x^2)$ there is $16/9$, while that of $1+x^2$ is 1. To leading order in $V_0$, the relative velocity error is therefore

$$N=1:\ \frac{2}{9}\left(\frac{V_0}{E_a}\right)^2,\qquad N=2:\ \frac{7}{72}\left(\frac{V_0}{E_a}\right)^2 .$$

One state suffices below $V_0/E_a\approx0.21$, and two up to about $0.32$. The example has $E_a=0.0470$ eV and $V_0/E_a=2.55$, far outside both ranges.

## The right solution

The velocity must be computed at the wavevector where it is wanted. For a normalized eigenvector, $dE/dk=\sum_{nm}c_n(dH_{nm}/dk)c_m$, because the terms from the change of $c$ add up to $E\,d(\sum c_n^2)/dk=0$. Thus

$$v=\frac1\hbar\frac{dE}{dk}=\frac{\hbar}{m}\left(k+\sum_{nm}c_nP_{nm}c_m\right).$$

For three states the lowest eigenvector is $c=(0.98195,\,-0.17862,\,0.06218)$. The bracket is

$$k+2c_0c_1P_{01}+2c_1c_2P_{12}=0.15708-0.08120-0.01314=0.06274\ \text{nm}^{-1}.$$

Multiplication by $\hbar^2/m$ gives a slope of $0.05976$ eV nm, hence $v=9.079\times10^6$ cm/s. The velocity is what remains after more than half of $k$ has been removed, so a given error in the sum is a larger fraction of the velocity than of $\hbar k/m$.

The true value needs a road that uses no zone-centre states. Integrate the Schrödinger equation over one period for two independent initial conditions. The resulting $2\times2$ transfer matrix has unit determinant, since the Wronskian is constant, and its eigenvalues for a Bloch state are $e^{\pm ika}$. Half its trace, $D(E)$, therefore satisfies

$$D(E)=\cos ka,\qquad \frac{dE}{dk}=-\frac{a\sin ka}{D'(E)} .$$

This gives $9.0291\times10^6$ cm/s. Relative to it, the errors are:

| $N$ | $v$ (10⁶ cm/s) | error (%) |
|---|---|---|
| 1 | 22.731 | 152 |
| 2 | 12.456 | 38 |
| 3 | 9.079 | 0.55 |
| 4 | 9.060 | 0.34 |
| 5 | 9.029 | 0.0002 |

(The numerical output shows 0.0003 for $N=5$; about 0.0001 of that comes from the finite difference used for $D'(E)$, visible there as the residual at $N=7$.) The error stays below one percent for all larger $N$ up to 15. **Three zone-centre states are needed.** On a grid of 50 wavevectors between zero and $\pi/2a$, the largest error of the three-state velocity is also 0.55 percent.

For $N\le3$ the eigenvalue equation contains only squares of $P_{nm}$, so their magnitudes suffice. From $N=4$ on, the determinant contains the loop product $P_{01}P_{12}P_{23}P_{30}$. All elements must then come from one set of states with fixed phases.

## Judging the error without a reference

In practice no reference band is at hand. The omitted states themselves can supply the error. Split the full problem into kept states with coefficients $c$ and omitted ones with coefficients $b$. The omitted rows read $H_{QP}c+H_{QQ}b=Eb$, so $b=-(H_{QQ}-E)^{-1}H_{QP}c$. Inserting $b$ in the kept rows and taking the shift to first order, with the truncated eigenvector and energy,

$$\delta E=-W^{T}(H_{QQ}-E)^{-1}W,\qquad W=H_{QP}c .$$

With states 3 and 4 as the omitted ones,

$$W_3=s(P_{30}c_0+P_{32}c_2)=2.24\times10^{-3}\ \text{eV},\qquad W_4=sP_{41}c_1=-1.73\times10^{-3}\ \text{eV}.$$

The diagonal elements of $H_{QQ}-E$ are both $0.794$ eV and the off-diagonal one is $sP_{34}=0.187$ eV. Inverting this $2\times2$ matrix,

$$\delta E=-\frac{0.794\,(W_3^2+W_4^2)-2(0.187)W_3W_4}{0.794^2-0.187^2}=-1.31\times10^{-5}\ \text{eV}.$$

The actual difference between the five-state and three-state energies is the same, $-0.0277949+0.0277818=-1.31\times10^{-5}$ eV. Differentiating $\delta E$ with respect to $k$, with all omitted states included, predicts that the three-state velocity is 0.551 percent too high, against the true 0.552 percent.

State 3 alone lowers the energy by only $W_3^2/0.794=6.3\times10^{-6}$ eV, about half of the total. State 4 alone would give $W_4^2/0.794=3.8\times10^{-6}$ eV, and the coupling $P_{34}$ between the two supplies the remaining $3.0\times10^{-6}$ eV. States 3 and 4 are mainly the sine and cosine of $2Gx$, so they are best added together.

Truncated energies are upper bounds and cannot rise as states are added, by the variational principle. Velocities are differences of such bounds and have no such protection, which is why the problem asks for an error that stays small.

## How far the count carries

Bands 1 and 2 of the example also need three states at $\pi/2a$. For the lowest band at the same $ka$, the count depends on the depth alone through $V_0/E_a$: it is 3 at ratios 0.5, 1 and 2, then 5 at 4 and 8, and 7 at 16. Even counts occur only in narrower windows: 4 for ratios of about 3.1 to 3.5, and 6 for about 12.4 to 13.8.

The zone boundary needs separate care. The true band is even and periodic in $k$, and smooth there because a gap separates it from the next, so its velocity vanishes. A truncated matrix is not periodic. In the example the three-state error already passes one percent near $ka=0.6\pi$ and reaches 14 percent at $0.9\pi$. Three states leave $7.4\times10^5$ cm/s at $k=\pi/a$, about 8 percent of the velocity at $\pi/2a$; five states leave $7\times10^2$ cm/s. Transport integrals over the whole zone are better served by five.

The matrix also assumes a local potential. A nonlocal one, as in many pseudopotential calculations, does not commute with $e^{ikx}$: $e^{-ikx}Ve^{ikx}=V+ik[V,x]+\dots$ The linear term must be added to the momentum elements, and higher terms in $k$ appear as well.

## The model beside a real superlattice

One percent numerical accuracy is not one percent physical accuracy. In GaAs/AlGaAs the mass is heavier in the barriers. The estimates of a varying mass below use the usual kinetic term $-\frac{\hbar^2}{2}\frac{d}{dx}\frac{1}{m}\frac{d}{dx}$; their sizes, and even their signs, depend on this ordering. A modulation of ±16 percent about the mean, a rough figure for this depth, lowers the velocity at $\pi/2a$ by about 9 percent. Non-parabolicity of the host band works the other way. In the barriers the electron lies below the local band edge, where its mass is lighter, and this eases its passage. An energy-dependent mass $m[1+(E-V)/E_g]$ with a rough $E_g=1.6$ eV raises the velocity by about 6 percent; with the mass modulation included as well, the net change is about $-2$ percent. The $-1.5$ percent in the numerical output comes from a $p^4$ correction alone, which leaves out the variation of the band edge and gets the sign wrong here. These effects exceed the truncation error of three states, and they must be treated together because they partly cancel.

The lowest miniband is 0.012 eV wide and lies 0.117 eV below the next at the zone boundary. At 300 K, $k_BT=0.026$ eV. For a nondegenerate gas only 0.35 percent of the carriers sit in higher minibands, but the lowest one is occupied up to its top, so the zone-boundary region matters. In a field of 10 kV/cm, an electron started at $k=0$ has a probability of $4\times10^{-5}$ of being outside the band after one Bloch period; at 100 kV/cm it is about 1 percent. These figures are for a field applied suddenly, which by itself mixes the bands reversibly, so they are not tunnelling probabilities. If the field is instead raised and lowered smoothly, as a $\sin^2$ pulse in time, while $k$ advances by $G$, with the same peak value reached at the zone boundary, the probability at 10 kV/cm becomes negligible (below $10^{-10}$), but at 100 kV/cm it is about 4 percent. Tunnelling to the next band is therefore real at the higher field, and a one-band description begins to fail there.

Free motion between collisions is also a doubtful assumption here. With a rough scattering time of 0.2 ps, the level broadening is 0.0033 eV, over a quarter of the miniband width, and the path at the computed velocity is 18 nm, less than two periods. Band velocities are then a marginal basis for transport, however accurately they are interpolated. The energy drop per period, $eFa$, equals this broadening at about 3.3 kV/cm and is 0.010 eV at 10 kV/cm, close to the miniband width, so low-field drift within the band ends well below the fields at which tunnelling to the next band sets in. The remaining figures are in the numerical output below.

## Computed results

```
period 10.0 nm, V0 0.120 eV, mass 0.080 m_e
hbar^2/m = 0.95250 eV nm^2, E_a = 0.04700 eV, V0/E_a = 2.553
k = pi/(2a) = 0.157080 1/nm
zone-centre E_0..E_4 (eV): -0.033233 0.181677 0.214803 0.754568 0.754675
P_01 = 0.231472 1/nm
P_12 = 0.591727 1/nm
P_03 = 0.010871 1/nm
P_23 = 0.068842 1/nm
P_14 = 0.064709 1/nm
P_34 = 1.252034 1/nm
three-state eigenvector c_0 c_1 c_2: 0.98195 -0.17862 0.06218
reference velocity, band 0: 9.02910e+06 cm/s
N=1: E -0.0214821 eV, v 2.27309e+07 cm/s, error 151.75173 %
N=2: E -0.0269252 eV, v 1.24557e+07 cm/s, error 37.95043 %
N=3: E -0.0277818 eV, v 9.07892e+06 cm/s, error 0.55176 %
N=4: E -0.0277881 eV, v 9.05977e+06 cm/s, error 0.33969 %
N=5: E -0.0277949 eV, v 9.02913e+06 cm/s, error 0.00030 %
N=6: E -0.0277949 eV, v 9.02912e+06 cm/s, error 0.00022 %
N=7: E -0.0277949 eV, v 9.02911e+06 cm/s, error 0.00011 %
states needed for 1 % in band 0: 3
velocity error of N=3 from folding: 0.55077 %
largest error of N=3 for 0<k<=pi/(2a): 0.55165 %
m/m* at zone centre with N=1: 1.000000
m/m* at zone centre with N=2: 0.525064
m/m* at zone centre with N=3: 0.525064
m/m* at zone centre with N=4: 0.524779
m/m* at zone centre with N=41: 0.524779
zone-boundary velocity, N=3: 7.415e+05 cm/s
zone-boundary velocity, N=5: 6.988e+02 cm/s
zone-boundary velocity, N=7: 9.299e-02 cm/s
states needed for 1 % in band 1: 3, reference v -5.1087e+07 cm/s
states needed for 1 % in band 2: 3, reference v 1.0950e+08 cm/s
V0/E_a = 0.5: states needed in band 0: 3
V0/E_a = 1: states needed in band 0: 3
V0/E_a = 2: states needed in band 0: 3
V0/E_a = 4: states needed in band 0: 5
V0/E_a = 8: states needed in band 0: 5
V0/E_a = 16: states needed in band 0: 7
band 0 width 0.01208 eV, gap to band 1 0.11704 eV
mass modulation +-16 %: velocity change -8.84 %
non-parabolicity, host gap 1.6 eV: velocity change -1.49 %
kT at 300 K 0.02585 eV, carriers above band 0: 0.35 %
outside band 0 after one Bloch period, 10 kV/cm: 4.44e-05
outside band 0 after one Bloch period, 100 kV/cm: 1.25e-02
scattering time 0.2 ps: broadening 0.00329 eV, path 18.1 nm
```
